# Talman's minimax principle for the Dirac operator with a Coulomb singularity, part 1

(Sections cited here and not found follow in the later parts.)

## 1. A free particle of fixed momentum

Units are $\hbar=m=c=1$. Energies are in units of $mc^2$ and lengths in units of $\hbar/mc$; an energy $E$ corresponds to $(E-1)/\alpha^2$ hartree measured from the rest energy, with $\alpha$ the fine-structure constant.

For a free electron of momentum $\mathbf p$ with spin along $\mathbf p$, the operator $\boldsymbol\sigma\cdot\mathbf p$ is the number $p=|\mathbf p|$, and the Dirac Hamiltonian acts on the amplitudes of the large and small components as
$$\begin{pmatrix}1&p\\ p&-1\end{pmatrix},\qquad\text{eigenvalues }\pm\sqrt{1+p^2}.$$
The minimum of the Rayleigh quotient is the negative eigenvalue, which runs to $-\infty$ with $p$, so the Ritz principle is useless for electron states. Fix instead the large amplitude to $1$ and let the small amplitude $x$ vary. The quotient is $\rho(x)=(1+2px-x^2)/(1+x^2)$. The statement $\rho(x)\le E$ means $(1-E)+2px-(E+1)x^2\le0$, and for $E>-1$ the square can be completed:
$$(1-E)+2px-(E+1)x^2=\Big[1-E+\frac{p^2}{E+1}\Big]-(E+1)\Big(x-\frac{p}{E+1}\Big)^2 .$$
Hence $\rho(x)\le E$ for all $x$ exactly when the bracket $q_E=1-E+p^2/(E+1)$ is not positive, that is when $E^2\ge 1+p^2$. The maximum over $x$ is $+\sqrt{1+p^2}$, reached at $x=p/(E+1)$, and the minimum of this maximum over $p$ is $1$, the bottom of the electron spectrum. Three features carry over to the general case. The maximum is the root of an energy-dependent expression $q_E$ in the large component alone. The completed square enters with a negative sign, and so gives a maximum, only for $E$ above the number $a=-1$, the energy of a pure small component. A restriction on $x$ that excludes the optimum lowers the result: $x=0$ gives $1$ and loses the whole kinetic energy, while the kinetic-balance value $x=p/2$ gives
$$\rho=\frac{1+3p^2/4}{1+p^2/4}=1+\frac{p^2/2}{1+p^2/4}=1+\frac{p^2}{2}-\frac{p^4}{8}+\frac{p^6}{32}-\dots,$$
which lies below $\sqrt{1+p^2}=1+p^2/2-p^4/8+p^6/16-\dots$ by $p^6/32$ to leading order.

The recipe can also fail. Take $\mathrm{diag}(-2,1;-1)$ with the first two directions counted as large and the third as small. For the large vector $(1,0)$ the maximum over the small amplitude is $\max(-2,-1)=-1$, and no large vector gives less, because the pure small vector is always admitted. The minimax value is $-1=a$, while the first eigenvalue above $a$ is $1$. A condition is needed, and it is that the minimax value lie strictly above $a$.

## 2. Setting and statement

With $\mathbf p=-i\nabla$, $r=|\mathbf x|$ and $\psi=(\varphi,\chi)$ made of two two-component spinors, the Dirac operator in the standard representation is
$$H=\begin{pmatrix}1+V&\boldsymbol\sigma\cdot\mathbf p\\ \boldsymbol\sigma\cdot\mathbf p&-1+V\end{pmatrix}.$$
Trial spinors are taken from $F=C_c^\infty(\mathbb R^3\setminus\{0\};\mathbb C^2)$, smooth functions vanishing near the origin and outside a ball. Inner products are antilinear in the first slot.

The potential $V$ is real and measurable, not necessarily radial. It tends to zero at infinity (the essential supremum of $|V|$ outside radius $R$ tends to $0$), and
$$-\frac{\nu}{r}-c_1\le V\le c_2=\operatorname{ess\,sup}V,\qquad 0<\nu<1,\quad c_1\ge0. \tag{1}$$
Since $V\to0$, $c_2\ge0$. Put $\gamma=\sqrt{1-\nu^2}$. The Dolbeault–Esteban–Séré (DES) condition on the potential is
$$c_1+c_2-1<\gamma. \tag{2}$$
A point nucleus has $V=-\nu/r$, $\nu=Z\alpha$, $c_1=c_2=0$, and (2) holds. A spherical nucleus of finite size has $-\nu/r\le V\le0$ and is covered as well.

$V$ is bounded on the support of any function in $F$, so $H$ maps $F\oplus F$ into $L^2$ and is symmetric there. Define
$$a=\sup_{\chi\in F\setminus0}\frac{\langle\chi,(V-1)\chi\rangle}{\|\chi\|^2},\qquad \Lambda(W)=\sup_{\psi\in (W\oplus F)\setminus 0}\frac{\langle\psi,H\psi\rangle}{\|\psi\|^2},\qquad \lambda_k=\inf_{W\subset F,\ \dim W=k}\Lambda(W).$$
For $k=1$ this is Talman's minimum over large and maximum over small components. Both are in general an infimum and a supremum, since the optimal functions do not lie in $F$.

The number $a$ equals $c_2-1$. It cannot exceed $c_2-1$ because $V\le c_2$. Conversely the set where $V>c_2-\epsilon$ has positive measure; the indicator of a bounded piece of it away from the origin is an $L^2$ limit of functions in $F$ supported where $V$ is bounded, so the quotient comes within $\epsilon$ of $c_2-1$. Thus $-1\le a$, and (2) reads $a<\gamma-c_1$. Taking $\varphi=0$ shows $\Lambda(W)\ge a$ always.

**Theorem.** Under (1) and (2): (i) $\lambda_1\ge\gamma-c_1>a$. (ii) $H$ has a self-adjoint extension $A$, constructed in part 6, all of whose domain has $\int|V||\psi|^2<\infty$. (iii) $\lambda_k\le1$, $\lambda_k\to1$, and the spectrum of $A$ in $(a,1)$ consists exactly of the numbers $\lambda_k<1$, each an eigenvalue whose multiplicity is the number of indices $k$ that give it. So $\lambda_k$ is the $k$-th eigenvalue in $(a,1)$, or $1$ if there are fewer than $k$.

## 3. The maximum over small components

Write $s(\mathbf x)=1-V(\mathbf x)$. Then $s\ge1-c_2=-a$, so $E+s\ge E-a>0$ for every $E>a$. All energies below satisfy $E>a$. Define
$$L_E\varphi=\frac{\boldsymbol\sigma\cdot\mathbf p\,\varphi}{E+s},\qquad T_E(\varphi)=\int\frac{|\boldsymbol\sigma\cdot\nabla\varphi|^2}{E+s},\qquad q_E(\varphi)=T_E(\varphi)+\int(1+V-E)|\varphi|^2 .$$
For $\psi\in F\oplus F$, using the symmetry of $\boldsymbol\sigma\cdot\mathbf p$ and $-1+V-E=-(E+s)$,
$$\langle\psi,(H-E)\psi\rangle=\langle\varphi,(1+V-E)\varphi\rangle+2\,\mathrm{Re}\langle\chi,\boldsymbol\sigma\cdot\mathbf p\,\varphi\rangle-\langle\chi,(E+s)\chi\rangle .$$
Since $\boldsymbol\sigma\cdot\mathbf p\,\varphi=(E+s)L_E\varphi$,
$$\int(E+s)|\chi-L_E\varphi|^2=\langle\chi,(E+s)\chi\rangle-2\,\mathrm{Re}\langle\chi,\boldsymbol\sigma\cdot\mathbf p\,\varphi\rangle+T_E(\varphi),$$
and adding the two lines gives
$$\langle\psi,(H-E)\psi\rangle=q_E(\varphi)-\int(E+s)\,|\chi-L_E\varphi|^2. \tag{3}$$

The ideal small component $L_E\varphi$ need not be in $F$, because $V$ need not be smooth. Let $Q$ be the space of spinors with $\int(1+|V|)|\chi|^2<\infty$. The weight $E+s$ is comparable with $1+|V|$: it is at most $(|E|+1)(1+|V|)$; where $V\le0$ it equals $E+1+|V|\ge|V|$; where $V>0$ one has $|V|\le c_2$; and everywhere it is at least $E-a$. Now $L_E\varphi\in Q$, because $\int(E+s)|L_E\varphi|^2=T_E(\varphi)<\infty$. Also $F$ is dense in $Q$: cutting $\chi$ down to a shell $1/n<r<n$ converges in $Q$ by dominated convergence, and near the shell the weight is bounded, so ordinary smoothing converges too.

**Lemma 1.** For $E>a$ and a subspace $W\subset F$: $\Lambda(W)\le E$ if and only if $q_E\le0$ on $W$.

If $q_E\le0$ on $W$, (3) is not positive for any $\chi$. Conversely, if (3) is never positive, choose $\chi_n\in F$ with $\chi_n\to L_E\varphi$ in $Q$; the last term of (3) tends to zero and $q_E(\varphi)\le0$.

The dependence on $E$ follows from $\frac1{E+s}-\frac1{E'+s}=\frac{E'-E}{(E+s)(E'+s)}$:
$$q_E(\varphi)-q_{E'}(\varphi)=(E'-E)\big(\|\varphi\|^2+\langle L_E\varphi,L_{E'}\varphi\rangle\big),\qquad \langle L_E\varphi,L_{E'}\varphi\rangle=\int\frac{|\boldsymbol\sigma\cdot\nabla\varphi|^2}{(E+s)(E'+s)}\ge0. \tag{4}$$
So $q_E(\varphi)$ is continuous and strictly decreasing in $E$, with $q_{E'}\le q_E-(E'-E)\|\varphi\|^2$ for $E'>E$, and it tends to $-\infty$. Its slope is $-(\|\varphi\|^2+\|L_E\varphi\|^2)$, minus the squared norm of the four-spinor $(\varphi,L_E\varphi)$. By Lemma 1 the supremum over $\chi$ for one fixed $\varphi$ is the unique root $\lambda(\varphi)$ of $q_E(\varphi)=0$ if $q_E(\varphi)>0$ for some $E>a$, and it is $a$ otherwise. On a finite-dimensional $W$, $q_E\le0$ for large $E$, so every $\lambda_k$ is finite.

**Lemma 2.** For $E>a$: $\lambda_k<E$ if and only if $q_E$ is negative definite on some $k$-dimensional $W\subset F$.

Suppose $\lambda_k<E$. Pick $W$ with $\Lambda(W)<E$ and $E'$ with $\Lambda(W)<E'<E$; then $E'>a$. Lemma 1 gives $q_{E'}\le0$ on $W$, and (4) gives $q_E\le-(E-E')\|\varphi\|^2<0$. Conversely, suppose $q_E<0$ on $W\setminus0$. The unit sphere of $W$ is compact, so $q_E\le-\delta$ on it for some $\delta>0$. The bracket in (4) is bounded on that sphere for $E'$ near $E$, so $q_{E'}\le0$ for some $E'<E$, and $\lambda_k\le\Lambda(W)\le E'<E$.

Let $N(E)$ be the largest dimension of a subspace on which $q_E$ is negative definite. Since $\lambda_1\le\lambda_2\le\dots$ (a subspace of a negative subspace is negative), Lemma 2 says
$$N(E)=\#\{k:\lambda_k<E\}. \tag{5}$$

The nonrelativistic limit is visible here. With $E=1+\varepsilon$, $q_E=\int|\boldsymbol\sigma\cdot\nabla\varphi|^2/(2+\varepsilon-V)+\int(V-\varepsilon)|\varphi|^2$. When $|\varepsilon-V|\ll2$ the weight is $1/2$, $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, and the root is $\varepsilon=\langle p^2/2+V\rangle$, the Schrödinger Rayleigh quotient. Talman's principle then becomes the Ritz principle.

## 4. The Hardy–Dirac inequality and the bound on $\lambda_1$

The identity $(\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\mathbf B)=\mathbf A\cdot\mathbf B+i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf B)$ gives $(\boldsymbol\sigma\cdot\mathbf x)(\boldsymbol\sigma\cdot\mathbf p)=-ir\partial_r+i\boldsymbol\sigma\cdot\mathbf L$ with $\mathbf L=\mathbf x\times\mathbf p$. Multiplying from the left by $\boldsymbol\sigma\cdot\mathbf x/r^2$ and using $(\boldsymbol\sigma\cdot\mathbf x)^2=r^2$,
$$\boldsymbol\sigma\cdot\mathbf p=-i\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\Big(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\Big).$$
The same identity with $\mathbf L\times\mathbf L=i\mathbf L$ gives $(\boldsymbol\sigma\cdot\mathbf L)^2=L^2-\boldsymbol\sigma\cdot\mathbf L$. On spinor harmonics of orbital number $l$ an eigenvalue $k$ of $\boldsymbol\sigma\cdot\mathbf L$ therefore obeys $k(k+1)=l(l+1)$, so $k=l$ or $k=-l-1$. Set $\kappa=-(k+1)$, which is $-(l+1)$ or $l$. The multiplicities $n_1,n_2$ of the two cases satisfy $n_1+n_2=2(2l+1)$ and, because $\boldsymbol\sigma\cdot\mathbf L$ is traceless, $n_1l=n_2(l+1)$; so $n_1=2l+2$, $n_2=2l$. Each $\kappa$ occurs $2|\kappa|$ times and $\kappa=0$ does not occur.

Let $\Omega_j$ be an orthonormal basis of such eigenspinors on the sphere and write $\varphi=\sum_j r^{-1}f_j(r)\,\Omega_j$, with $f_j\in C_c^\infty(0,\infty)$. The component of $(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)\varphi$ along $\Omega_j$ is
$$\Big(\partial_r-\frac{k_j}{r}\Big)\frac{f_j}{r}=\frac1r\Big(f_j'-\frac{(1+k_j)f_j}{r}\Big)=\frac{u_j}{r},\qquad u_j=f_j'+\frac{\kappa_jf_j}{r}.$$
The matrix $\boldsymbol\sigma\cdot\hat{\mathbf r}$ is unitary at each point, so Parseval's relation on each sphere gives, for any radial weight $w$, $\int w|\boldsymbol\sigma\cdot\nabla\varphi|^2d^3x=\sum_j\int w|u_j|^2dr$ and $\int w|\varphi|^2d^3x=\sum_j\int w|f_j|^2dr$.

For $0<\nu\le1$ put $g(r)=1+\gamma+\nu/r$ and $\beta=\nu/(1+\gamma)$. From $\nu^2=(1-\gamma)(1+\gamma)$ follow $\beta\nu=1-\gamma$ and $\beta^2(1+\gamma)=1-\gamma$. In one channel let $h=\operatorname{sgn}(\kappa)\beta$, a constant. Then
$$\frac{|u|^2}{g}=\frac{|u-hgf|^2}{g}+2h\,\mathrm{Re}(\bar fu)-\beta^2g|f|^2,\qquad 2\,\mathrm{Re}(\bar fu)=(|f|^2)'+\frac{2\kappa|f|^2}{r}.$$
The total derivative integrates to zero and $h\kappa=\beta|\kappa|$. What remains as the coefficient of $|f|^2$ after adding $1-\gamma-\nu/r$ has the constant part $1-\gamma-\beta^2(1+\gamma)=0$ and the $1/r$ part $2\beta|\kappa|-\beta^2\nu-\nu$. Here $\beta^2\nu=\beta(1-\gamma)$ and $\nu=\beta(1+\gamma)$ add up to $2\beta$. Therefore
$$\int_0^\infty\Big[\frac{|u|^2}{g}+\Big(1-\gamma-\frac\nu r\Big)|f|^2\Big]dr=\int_0^\infty\frac{|u-hgf|^2}{g}dr+2\beta(|\kappa|-1)\int_0^\infty\frac{|f|^2}{r}dr\ \ge0, \tag{6}$$
and summing over channels,
$$\int\frac{|\boldsymbol\sigma\cdot\nabla\varphi|^2}{1+\gamma+\nu/r}+\int\Big(1-\gamma-\frac{\nu}{r}\Big)|\varphi|^2\ge0,\qquad\varphi\in F,\quad 0<\nu\le1. \tag{7}$$

Now take $E_*=\gamma-c_1$. Condition (2) says precisely that $E_*>a$, so $q_{E_*}$ is defined. From (1), $E_*+1-V\le\gamma-c_1+1+\nu/r+c_1=g$ and $1+V-E_*\ge1-\gamma-\nu/r$. Both comparisons raise the integrands of (7), so $q_{E_*}\ge0$ on $F$. By Lemma 2, $\lambda_1<E_*$ is impossible. This proves (i). Condition (2) enters nowhere else; the rest uses only (1), the decay of $V$ and $\lambda_1>a$. It is a sufficient condition for $\lambda_1>a$, not a necessary one. Physically $c_2-1$ caps the energy of anything built from small components, and $\gamma-c_1$ is a floor under the electron levels.

For $V=-\nu/r$ the bound is sharp. Take $\kappa=-1$ and $f_0=r^\gamma e^{-\nu r}$. Then $u_0=[(\gamma-1)/r-\nu]f_0=-\beta g f_0$, by $\beta\nu=1-\gamma$ and $\beta(1+\gamma)=\nu$. For $f=\eta f_0$ with a cutoff $\eta$, $u+\beta gf=\eta'f_0$, and (6) gives $q_\gamma=\int\eta'^2f_0^2/g$. If $\eta$ rises from $0$ to $1$ on $[\delta,2\delta]$ with $|\eta'|\le C/\delta$, then $1/g\le r/\nu$ bounds the inner contribution by $C^2\delta^{-2}\cdot\delta\cdot(2\delta)^{2\gamma+1}/\nu\propto\delta^{2\gamma}\to0$; the outer cutoff is exponentially small. So $q_\gamma\to0$ while the norm stays away from zero, and by (4) $q_E<0$ eventually for each $E>\gamma$. Hence $\lambda_1=\sqrt{1-\nu^2}$. For $\kappa=+1$ equality in (6) would need $f'+f/r=\beta gf$, whose solution grows like $e^{\nu r}$; no state of that symmetry sits at the 1s energy.

The maximum over small components has been reduced to the energy-dependent form $q_E$, and the Hardy–Dirac inequality has given $\lambda_1\ge\gamma-c_1>a$, which is part (i) of the theorem. It remains to construct the self-adjoint extension $A$ and to show that the $\lambda_k<1$ are exactly its eigenvalues in $(a,1)$, counted with multiplicity.
